# Radial pressure drop in a centre-fed showerhead plenum with uniform leakage, part 2

Gas enters a flat circular plenum through a central opening of radius $a$, flows outwards between two plates a height $H$ apart, and leaks through the lower plate at uniform speed $w$ over $a<r<R$. The side wall at $R$ is closed. We want the pressure drop from inlet edge to rim, $p_a-p_R$.

Here $r$ is the distance from the axis, $z$ the height above the lower plate, $u$ and $v$ the radial and vertical velocities, $U$ the mean of $u$ over the height, $p$ the pressure, $\mu$ the viscosity, $T$ the uniform temperature, $R_g$ the gas constant and $N$ the molar flow. $Q$ is the volume flow at rim pressure, and $Q(r)$ the part of it crossing radius $r$. Units are SI unless stated.

The first half treated creeping flow at constant density, without slip:

$$\frac{dp}{dr}=-\frac{12\mu U}{H^2},$$

$$p(a)-p(R)=\frac{6\mu Q}{\pi H^3}\,F,\qquad F=\frac{R^2\ln(R/a)}{R^2-a^2}-\frac12 . \tag{6}$$

$$U=\frac{Q(r)}{2\pi rH}=\frac{w}{2H}\left(\frac{R^2}{r}-r\right),\qquad u=6U\eta(1-\eta),\qquad \eta=\frac zH . \tag{9}$$

$$v=w(3\eta^2-2\eta^3-1). \tag{10}$$

The pressure scale is $C=6\mu Q/(\pi H^3)$, and $D=CF$ is the constant-density drop. When the density follows the pressure, the molar flow is proportional to $p\,dp/dr=\tfrac12\,d(p^2)/dr$, which leads to

$$p_a^2-p_R^2=\frac{12\mu NR_gT}{\pi H^3}\,F=2p_RD . \tag{11}$$

The example is nitrogen at 200 sccm, with $N=1.487\times10^{-4}$ mol/s, $R=150$ mm, $a=10$ mm, $H=2$ mm, $T=400$ K, $\mu=22$ µPa s, $p_R=5$ Torr $=666.6$ Pa, $Q=742$ cm³/s and $w=10.5$ mm/s. It gives $C=3.90$ Pa, $F=2.220$ and $D=8.65$ Pa; the varying density lowers the drop to 8.60 Pa. Replacing uniform leakage by 12 rings of holes changes the drop by only $-0.06$ %.

### Slip at the plates

At a few Torr the mean free path $\lambda$ is no longer negligible. With Maxwell's slip condition for a wall that fully accommodates the molecules, the gas at the wall moves at $\lambda$ times the velocity gradient there. The parabola is raised by a constant:

$$u=-\frac{1}{2\mu}\frac{dp}{dr}\left[z(H-z)+\lambda H\right].$$

At $z=0$ the bracket equals $\lambda H$ and its slope is $H$, so the condition is met; the upper plate follows by symmetry. The mean of the bracket is $H^2/6+\lambda H$, and hence

$$U=-\frac{H^2}{12\mu}\left(1+\frac{6\lambda}{H}\right)\frac{dp}{dr}. \tag{13}$$

When the relative drop is small, $\lambda$ is nearly constant along the plenum, and slip divides the drop by $1+6\lambda/H$. The mean free path is defined through the viscosity, with $M=28$ g/mol the molar mass:

$$\lambda=\frac{\mu}{p_R}\sqrt{\frac{\pi R_gT}{2M}}=14.3\ \text{µm}.$$

The factor is $1+6\times0.0143/2=1.043$, and the drop changes by $-4.1$ %. Maxwell's condition is itself approximate: kinetic theory gives a slip length about 15 % larger for such a wall, which would make the change about $-4.7$ %. In the limit $\lambda\ll H$ the correction disappears. Once $\lambda$ exceeds roughly a tenth of $H$, a viscosity and a slip condition no longer describe the gas well, and (13) becomes unreliable. Slip also weakens the dependence on height, since $H^3$ is replaced by $H^2(H+6\lambda)$.

### Inertia

The gas slows as it spreads, and slowing gas pushes forward. The ratio of inertial to viscous forces at the inlet is measured by

$$\mathcal R=\frac{\rho U_aH^2}{\mu a},$$

where $\rho=5.61$ g/m³ is the density at the rim pressure and $U_a=5.90$ m/s the mean speed at the inlet. Its value is 0.60, which by itself doesn't show that inertia is harmless. The first correction has to be calculated. For this purpose the density is held constant.

Write $u+u_1$ and $p+p_1$, with $u$ and $v$ the creeping flow of the first half. To first order in $\rho$, and in the thin-gap approximation for the correction,

$$\rho\left(u\frac{\partial u}{\partial r}+v\frac{\partial u}{\partial z}\right)=-\frac{dp_1}{dr}+\mu\frac{\partial^2u_1}{\partial z^2}. \tag{14}$$

The correction $u_1$ vanishes at both plates. It also carries no net flow, because the mass balance already fixes the flow at each radius. Both facts are used by multiplying (14) by $g=\eta(1-\eta)$ and integrating over $\eta$ from 0 to 1. Two integrations by parts move the derivatives from $u_1$ to $g$; the boundary terms vanish because $g$ and $u_1$ are zero at the plates. As $g''=-2$,

$$\int_0^1g\,\frac{\partial^2u_1}{\partial\eta^2}\,d\eta=-2\int_0^1u_1\,d\eta=0 .$$

With $\int_0^1g\,d\eta=1/6$, what remains is

$$\frac{dp_1}{dr}=-6\rho\int_0^1g\left(u\frac{\partial u}{\partial r}+v\frac{\partial u}{\partial z}\right)d\eta .$$

For the first term, $u=6Ug$ gives $36UU'\int_0^1g^3\,d\eta=36UU'/140$, where $U'=dU/dr$. For the second, $\partial u/\partial z=6Ug'/H$, and the vertical velocity obeys $dv/d\eta=6wg$. One integration by parts gives

$$\int_0^1gg'v\,d\eta=\left[\frac{g^2v}{2}\right]_0^1-\frac12\int_0^1g^2\,6wg\,d\eta=-\frac{3w}{140}.$$

The second term is thus $-18Uw/(140H)$. Multiplying both by $-6\rho$,

$$\frac{dp_1}{dr}=-\frac{54}{35}\rho UU'+\frac{27}{35}\frac{\rho Uw}{H}. \tag{15}$$

A limit shows the sign. Without leakage, $w=0$ and (15) is $-(27/35)\rho\,d(U^2)/dr$. The speed falls outwards, so $p_1$ rises outwards: the pressure gained equals the kinetic energy lost, since a parabolic profile carries $(27/35)\rho U^2$ of kinetic energy per volume of gas that flows past. The total drop is reduced.

For the leaking plenum put $k=w/(2H)$, so that $U=k(R^2-r^2)/r$, $U'=-k(R^2+r^2)/r^2$ and $w/H=2k$. Then

$$\frac{dp_1}{dr}=\frac{54}{35}\rho k^2\left[\frac{R^4-r^4}{r^3}+\frac{R^2-r^2}{r}\right]=\frac{54}{35}\rho k^2\left[\frac{R^4}{r^3}+\frac{R^2}{r}-2r\right].$$

The bracket is positive for $r<R$, so inertia lowers the drop throughout, at this order. Integration from $a$ to $R$ gives

$$p_1(a)-p_1(R)=-\frac{54}{35}\rho k^2\left[\frac{R^4}{2a^2}-\frac{R^2}{2}+R^2\ln\frac Ra-R^2+a^2\right].$$

In the example this is $-0.154$ Pa, or $-1.8$ % of $D$. For a small inlet the first term dominates, and $kR^2/a\approx U_a$ turns it into $-(27/35)\rho U_a^2$. To compare it with $D$, insert $Q=2\pi aHU_a$ in $C$, which gives $C=12\mu aU_a/H^2$. The relative correction is then about

$$-\frac{27}{35}\,\frac{\rho U_a^2}{CF}=-\frac{9}{140}\,\frac{\mathcal R}{F}.$$

With $\mathcal R=0.60$ this is $-1.7$ %. The small coefficient explains why a ratio of order one leaves only a small correction; the second-order term is about $-0.01$ % here. Since $\mathcal R=MNH/(2\pi\mu a^2)$, with $M$ the molar mass, it grows in proportion to the gas flow. In the same geometry the first-order correction is about $-17$ % at 2000 sccm, and at 5000 sccm the expansion in $\mathcal R$ is no longer usable. At fixed $Q$, $U_a\propto1/H$ and so $\mathcal R\propto H$: a taller plenum has a smaller drop, but inertia takes a larger share of it.

### Leakage that follows the pressure

Uniform leakage has been assumed, yet the pressure that drives gas through the holes is highest near the inlet. For long holes in viscous flow, the argument that led to (11) applies along each hole, and the molar leakage per area is $K(p^2-p_c^2)$, with $p_c$ the chamber pressure and $K$ a property of the plate and the gas. If the plenum drop is small, the excess of leakage at the inlet edge over that at the rim is

$$\epsilon\approx\frac{p_a^2-p_R^2}{p_R^2-p_c^2}=\frac{2p_RD}{p_R^2-p_c^2}. \tag{16}$$

For $p_c=1$ Torr, or 133.3 Pa,

$$\epsilon\approx\frac{2\times666.6\times8.65}{666.6^2-133.3^2}=2.7\ \%.$$

The estimate uses the pressure field of uniform leakage, which is not quite consistent. The consistent problem is linear in $s=p^2-p_c^2$. The molar flow per unit width of the gap is $-(H^3/24\mu R_gT)\,ds/dr$, and its loss must equal the leakage:

$$\frac1r\frac{d}{dr}\left(r\frac{ds}{dr}\right)=\frac{24\mu R_gTK}{H^3}\,s .$$

A numerical solution, with total flow $N$ and with $K$ chosen so that the area average of $s$ equals $p_R^2-p_c^2$, gives an excess of 2.71 % against 2.70 % from (16). Uniform leakage is self-consistent here because the faceplate takes a far larger pressure drop than the plenum.

The condition can be lost quickly. At half the height, with $N$, $T$, $p_R$ and $p_c$ fixed, (11) makes the estimate eight times larger, about 22 %. The leakage is then far from uniform. The estimate itself stays close: the linear equation, solved with the rim pressure held at $p_R$, gives 21.5 % against 21.6 % from (16).

### Can such a faceplate exist?

The pressures were chosen, so it remains to see what holes they imply. For a hole of diameter $d$ and length $L$, the parabolic profile with slip has the mean speed $-(d^2/32\mu)(1+8\lambda/d)\,dp/dx$ along the hole. Multiply by the area $\pi d^2/4$ and the molar density $p/(R_gT)$, note that $\lambda p$ is constant, and integrate over the length. The molar flow per hole is

$$n=\frac{\pi d^4(p_R^2-p_c^2)}{256\,\mu LR_gT}\left(1+\frac{8\lambda_m}{d}\right),$$

where $\lambda_m$ is the mean free path at the mean of $p_R$ and $p_c$. With $d=0.4$ mm and $L=10$ mm, $N/n$ is about 550 holes, spaced by some 11 mm. This spacing underlies the 12 rings used in the first half. The count is rough: at the chamber end the mean free path is five times its plenum value, about 0.07 mm, which is not small beside $d$. Slip also adds to the leakage a part linear in $p$, which (16) leaves out. This part and the slip in the plenum both make the leakage more even, so (16) somewhat overestimates the excess; with both included it is about 2.3 % instead of 2.7 %. This plate is a restrictive one, and the uniformity depends on that. With the same $H$, $N$, $L$ and $p_c$, and slip included, 3000 holes of 0.5 mm bring the rim pressure down to about 1.5 Torr and raise the excess to roughly 40 %, and 3000 holes of 0.7 mm raise it above 100 %. For such open plates under a 2 mm gap, uniform leakage and (6) do not apply.

### The inlet, and the size of the result

One effect lies outside the formulas above: the turn from the feed pipe into the gap. The radial gradient at the inlet is $C/a$, and the flow should need a distance of order $H$ to adopt its parabolic profile. The pressure at stake is of order

$$\frac{CH}{a}=3.90\times\frac{2}{10}\ \text{Pa}=0.78\ \text{Pa},$$

or 9 % of $D$. This is a scale, not a bound. In creeping flow, for a sharp-edged pipe of radius $a$ with $H/a=0.2$, the turn adds a loss of about $0.65\,CH/a$, or 0.5 Pa, between the pipe and the gap, while the mean pressure at $r=a$ departs from the logarithmic law by only a few per cent of $CH/a$. Other inlet shapes, and inertia and slip in the turn, would change these values.

Cold feed gas matters less than this scale. Between plates at 400 K, and for gas moving at uniform speed, the slowest temperature disturbance decays over a distance $\ell$ given by
$$\frac{\alpha}{\ell^2}+\frac{U_a}{\ell}=\frac{\pi^2\alpha}{H^2},\qquad \alpha=\frac{\mu}{\rho\,\mathrm{Pr}} .$$

The first term is conduction along the flow, which can't be left out here. With a rough Prandtl number $\mathrm{Pr}=0.7$, $\ell$ is about 0.9 mm at the inlet, short compared with $a$. For a feed at 300 K, the product $\mu T$, to which the gradient is proportional, starts roughly 40 % low. Over the distance $\ell$, with the gradient $C/a=0.39$ Pa/mm, this lowers the drop by something like 0.1 Pa.

The calculated corrections are $-0.6$ % from the density, $-4.1$ % from slip and $-1.8$ % from inertia. Added to first order, they bring the drop from 8.65 Pa to about 8.1 Pa, or 61 mTorr, counted from the inlet edge; counted from the feed pipe, the turn adds roughly another 0.5 Pa.

As for real equipment, a pressure of a few Torr, a flow of hundreds of sccm and sub-millimetre holes are plausible for wafer deposition, but designs differ widely. A 2 mm plenum is shallow, and a deeper one has a much smaller drop. The single central feed is also an assumption that may fail, since a baffle may spread the gas before it reaches the faceplate. If the baffle acted as an inlet of radius 30 mm, with the plate blank beneath it, $F$ would be $(25/24)\ln5-\tfrac12=1.18$ instead of 2.22, and the drop would be roughly halved at the same $Q$ and $H$. The constant-density drop $D$ is also proportional to $\mu T$ at fixed $N$ and $p_R$, so an error of 10 % in the rough viscosity moves it by 10 %. The height matters more: because of the inverse cube, an error of 0.1 mm in the 2 mm gap moves the drop by about 15 %. The main values are listed in the numerical output; the gas warming length given there, 0.43 mm, leaves out conduction along the flow, which raises it to the 0.9 mm used above.

## Numbers as computed

```
outer radius R = 150 mm
inlet radius a = 10 mm
plenum height H = 2.0 mm
gas flow = 200 sccm
molar flow N = 1.4872e-04 mol/s
temperature = 400 K
viscosity (rough) = 22 uPa s
molar mass = 28 g/mol
rim pressure = 5.0 Torr = 666.6 Pa
chamber pressure = 1.0 Torr
volume flow Q at rim pressure = 742.0 cm3/s
gas density = 5.612 g/m3
leak speed w = 10.54 mm/s
mean radial speed at inlet = 5.90 m/s
ln(R/a) = 2.7081
shape factor F = 2.2201
ln(R/a) - 1/2 = 2.2081
pressure scale 6 mu Q/(pi H^3) = 3.897 Pa
DROP, constant density = 8.652 Pa = 64.9 mTorr
drop / rim pressure = 1.30 %
finite-volume drop = 8.652 Pa
numerical power of 1/H = 3.00000
half of drop reached at r = 30.8 mm
error if the -1/2 is left out = 22.0 %
change if plate below inlet leaks = -0.44 %
gas drop, density following p = 8.596 Pa
constant-density drop at H/2 = 69.21 Pa
gas drop at H/2 = 65.95 Pa
gas drop ratio, H/2 to H = 7.672
mean free path at rim pressure = 14.3 um
change of drop by slip = -4.10 %
reduced Reynolds number at inlet = 0.602
change of drop by inertia = -0.154 Pa (-1.78 %)
inlet-turn scale (estimate) = 0.779 Pa (9.0 %)
centre-to-rim leak excess, coupled = 2.71 %
centre-to-rim leak excess, estimate = 2.70 %
hole diameter = 0.4 mm
hole length = 10 mm
number of holes needed = 550
hole spacing = 11.3 mm
number of hole rings = 12
change of drop by discrete rings = -0.06 %
Prandtl number (rough) = 0.7
gas warming length at inlet = 0.43 mm
largest extra pressure across gap = 0.174 mPa
```
